# When a Metal Gate Suppresses Scattering by Fixed Stack Charge

## What symmetry and dimensions fix

A fixed charge $Q$ sits in a gate stack at distance $d$ from a flat grounded metal. Electrons move in a sheet parallel to the metal. The layers are uniform in the plane and the response is taken as linear, so each in-plane wavevector $\mathbf q$ can be treated separately. Isotropy leaves a dependence on $q=|\mathbf q|$ alone.

I use Hartree atomic units, in which Poisson's equation is $\nabla\cdot(\varepsilon\nabla\phi)=-4\pi\rho$, and the transform $\phi(q,z)=\int d^2R\,e^{-i\mathbf q\cdot\mathbf R}\phi(\mathbf R,z)$. The transformed potential has the dimension of charge times length, hence

$$\phi(q)=\frac{4\pi Q}{q}\,F(qd,\dots).$$

The dots stand for the other lengths multiplied by $q$, the permittivities, and $\chi/q$, where $\chi$ is the polarizability of the electron sheet, an inverse length. The effect of the gate is the dimensionless ratio

$$A(q)=\frac{\phi_{\text{gate}}(q)}{\phi_{\text{no gate}}(q)} .$$

"No gate" means that the metal is replaced by more of the dielectric that touches it. This removes the image and changes nothing else. Leaving vacuum in place of the metal would define a different ratio.

## First case: one dielectric, no electrons

Let the metal surface be $z=0$ and let $\varepsilon$ fill $z>0$. Then

$$\phi''-q^2\phi=-\frac{4\pi Q}{\varepsilon}\delta(z-d).$$

Without the metal, $\phi=Be^{-q|z-d|}$. Its slope jumps by $-2qB$, which must equal $-4\pi Q/\varepsilon$, so $B=2\pi Q/(\varepsilon q)$. The metal requires $\phi=0$ at $z=0$. Subtracting the potential of an image at $-d$ achieves this without adding a source in $z>0$:

$$\phi=\frac{2\pi Q}{\varepsilon q}\left[e^{-q|z-d|}-e^{-q(z+d)}\right].$$

For $z>d$ the second term is $e^{-2qd}$ times the first, and therefore

$$A=1-e^{-2qd}.$$

For $qd\gg1$ the image is too far away to matter. For $qd\ll1$, $A\simeq2qd$, and the potential tends to $4\pi Qd/\varepsilon$ instead of diverging as $1/q$. In this case the gate suppresses every sufficiently long wave. The question is whether that survives a layered stack and a channel that screens.

## The layered stack

The high-k layer occupies $0<z<a$ with permittivity $\varepsilon_h$. An interfacial layer of thickness $b$ and permittivity $\varepsilon_i$ follows, then a semiconductor half-space with $\varepsilon_s$. The electrons form a thin sheet at depth $c$ in the semiconductor, at $z_c=a+b+c$. There is no back gate, body charge or lateral electrode. The charge lies in the high-k layer, $0<d\le a$.

An electron has charge $-1$ and potential energy $-\phi$. A positive $\phi$ attracts electrons and raises their density by $\chi\phi$, with $\chi>0$. The induced charge density is $-\chi\phi$, so

$$(\varepsilon\phi')'-\varepsilon q^2\phi=-4\pi Q\,\delta(z-d)+4\pi\chi\phi\,\delta(z-z_c).$$

Here $\phi$ is the total potential, screening included.

Everything on the channel side of the charge can be condensed into an admittance

$$Y=-\frac{\varepsilon\phi'}{q\phi}.$$

Beyond the sheet $\phi\propto e^{-qz}$, so $Y=\varepsilon_s$. Integrating across the sheet gives $\varepsilon\phi'|_+-\varepsilon\phi'|_-=4\pi\chi\phi$. Division by $-q\phi$ gives $Y_+-Y_-=-4\pi\chi/q$. Just in front of the sheet, therefore,

$$Y_-=\varepsilon_s+\frac{4\pi\chi}{q}.$$

Now take a layer of thickness $t$ whose far end has potential $\phi_e$ and admittance $Y_e$. With $x$ measured from the near end,

$$\phi(x)=\phi_e\left[\cosh q(t-x)+\frac{Y_e}{\varepsilon}\sinh q(t-x)\right],$$

which has the required value and slope at $x=t$. At $x=0$ this gives

$$\frac{\phi_e}{\phi_0}=\frac{1}{\cosh qt+(Y_e/\varepsilon)\sinh qt},\qquad
Y_0=\varepsilon\,\frac{Y_e+\varepsilon\tanh qt}{\varepsilon+Y_e\tanh qt}.$$

Applying this to the semiconductor spacer $(\varepsilon_s,c)$ and then to the interfacial layer $(\varepsilon_i,b)$ yields the admittance at $z=a$. From here on $Y$ denotes that value. The product of the two potential ratios is the transfer factor $P=\phi(z_c)/\phi(a)$.

In the high-k layer beyond the charge,

$$\phi=\phi_a\left[\cosh q(a-z)+\frac{Y}{\varepsilon_h}\sinh q(a-z)\right].$$

Between metal and charge $\phi\propto\sinh qz$, so the slope just below the charge is $q\coth(qd)\,\phi(d)$. The slope condition at the charge is $\varepsilon_h(\phi'_--\phi'_+)=4\pi Q$. Writing $u=q(a-d)$, it becomes

$$\varepsilon_hq\phi_a\left\{\coth qd\left[\cosh u+\frac{Y}{\varepsilon_h}\sinh u\right]+\sinh u+\frac{Y}{\varepsilon_h}\cosh u\right\}=4\pi Q.$$

Multiply by $\sinh qd$. Since $u+qd=qa$, the addition theorems combine the terms without $Y$ into $\cosh qa$ and those with $Y$ into $\sinh qa$:

$$\phi_a^{\text{gate}}=\frac{4\pi Q\sinh qd}{q\left[\varepsilon_h\cosh qa+Y\sinh qa\right]}.$$

Without the gate, $\phi\propto e^{qz}$ below the charge. The factor $\coth qd$ is then replaced by 1, and the braces become $e^u(1+Y/\varepsilon_h)$:

$$\phi_a^{\text{no gate}}=\frac{4\pi Q\,e^{-q(a-d)}}{q(\varepsilon_h+Y)}.$$

The sheet potential is $P$ times either result, and $P$ cancels in the ratio. The remaining factors follow from

$$2e^{-qd}\sinh qd=1-e^{-2qd},$$
$$2e^{-qa}(\varepsilon_h\cosh qa+Y\sinh qa)=(\varepsilon_h+Y)+(\varepsilon_h-Y)e^{-2qa}.$$

Hence

$$A(q)=\frac{1-e^{-2qd}}{1+r\,e^{-2qa}},\qquad r=\frac{\varepsilon_h-Y}{\varepsilon_h+Y}.$$

The numerator is the charge with its first image. Expanding the denominator in powers of $-re^{-2qa}$ adds the round trips through the high-k layer: a reflection $-1$ at the metal and $r$ at the far boundary. If $Y=\varepsilon_h$, then $r=0$ and the first case returns.

Two inequalities follow. The layer rule keeps $Y$ positive, so $|r|<1$. With $d\le a$, the numerator is at most $1-e^{-2qa}$, which is smaller than the denominator. Thus $A<1$: in this model the gate weakens the potential at every $q$. The denominator is also smaller than 2, so

$$A>\tfrac12\left(1-e^{-2qd}\right).$$

A small $A$ therefore requires a small $qd$.

## Long waves without electrons

For $\chi=0$ and $q\to0$, $Y\to\varepsilon_s$ and $1+r\to2\varepsilon_h/(\varepsilon_h+\varepsilon_s)$. With $s=d/\varepsilon_h$,

$$A\simeq\frac{2qd}{1+r}=q\,s\,(\varepsilon_h+\varepsilon_s).$$

The linear suppression survives layering.

## Long waves with electrons

With $\chi(0)>0$, $Y$ grows as $1/q$. Set $y=\lim_{q\to0}qY$. At the sheet this is $4\pi\chi$. In the layer rule $\tanh qt\to qt$, and the term $\varepsilon\tanh qt$ in the numerator is negligible beside $Y_e$, so

$$y_0=\frac{\varepsilon y_e}{\varepsilon+y_et}\quad\Rightarrow\quad\frac1{y_0}=\frac1{y_e}+\frac t\varepsilon .$$

The two layers give

$$\frac1y=\frac1{4\pi\chi}+\frac c{\varepsilon_s}+\frac b{\varepsilon_i}.$$

Now $r\to-1$, with $1+r\simeq2\varepsilon_hq/y$. The denominator of $A$ vanishes together with the numerator:

$$1+re^{-2qa}=(1+r)-r(1-e^{-2qa})\simeq2q\left(\frac{\varepsilon_h}{y}+a\right).$$

Dividing $2qd$ by this gives

$$A(0)=\frac{s}{S+1/(4\pi\chi)},\qquad S=\frac a{\varepsilon_h}+\frac b{\varepsilon_i}+\frac c{\varepsilon_s}.$$

With the stack capacitance per area $C=1/(4\pi S)$, the same result reads

$$A(0)=\frac sS\,\frac{\chi}{\chi+C}.$$

This limit can be obtained again directly from the field, which also covers charge in the interfacial layer. At $q\to0$ the quantity $\varepsilon\phi'$ is constant between charges. Call it $K$ between metal and charge; beyond the charge it is $K-4\pi Q$. Behind the sheet it is $-\varepsilon_sq\phi_c$, where $\phi_c$ is the sheet potential. I keep this term because it is of first order in $q$, whereas $\varepsilon q^2\phi$ integrated across the stack is of second order. The jump at the sheet and the integral of $\phi'$ give

$$K-4\pi Q=-(4\pi\chi+\varepsilon_sq)\phi_c,\qquad \phi_c=Ks+(K-4\pi Q)(S-s).$$

The second equation is $\phi_c=4\pi Qs+(K-4\pi Q)S$. Eliminating $K$,

$$\phi_c=\frac{4\pi Qs}{1+(4\pi\chi+\varepsilon_sq)S}+O(q^2).$$

Here $s=\int dz/\varepsilon$ from the metal to the charge, whichever insulating layer holds it. Without a gate, the field far from the sheet vanishes as $q\to0$, so the sheet must supply the whole compensating charge: $\chi\phi_c=Q$. The ratio of the two potentials is again $A(0)$.

This answers the question whether the suppression survives. Without a gate, the electrons already replace the $1/q$ divergence by $Q/\chi$. The gate competes with them for the field lines of the charge.

- If $\chi\ll C$, screening is weak, $A(0)\simeq(s/S)(\chi/C)$, and the gate suppresses long waves strongly.
- If $\chi\gg C$, $A(0)\simeq s/S$. Strong suppression then requires a charge electrically much closer to the metal than to the sheet.

Screening reduces the benefit of the gate at every $q$, not just at $q=0$. Indeed $dY_0/dY_e=\varepsilon^2(1-\tanh^2qt)/(\varepsilon+Y_e\tanh qt)^2>0$, so $Y$ rises with $\chi$, $r$ falls and $A$ rises.

## The same limit in real space

For $\chi=0$ the expansion is $\phi_c=4\pi Qs(1-\varepsilon_sSq)+O(q^2)$. The constant gives no tail at large lateral distance $R$; the leading tail comes from the term linear in $q$. To transform it, start from the pair

$$\frac{2\pi}{q}e^{-q\eta}\;\leftrightarrow\;\frac1{\sqrt{R^2+\eta^2}} .$$

Two derivatives with respect to $\eta$, followed by $\eta\to0$, give $2\pi q\leftrightarrow-1/R^3$. Hence

$$\phi_{\text{gate}}\simeq\frac{2Q\varepsilon_s sS}{R^3},\qquad
\phi_{\text{no gate}}\simeq\frac{2Q}{(\varepsilon_s+\varepsilon_h)R}.$$

The second tail follows from $4\pi Q/[q(\varepsilon_s+\varepsilon_h)]$. Charge and image together act as a dipole.

## The polarizability of the sheet

Take parabolic isotropic bands with mass $m$, $g_v$ valleys and two spins, and write $T$ for the thermal energy. In the random-phase approximation

$$\chi=2g_v\int\frac{d^2k}{(2\pi)^2}\,\frac{f(k)-f(|\mathbf k+\mathbf q|)}{E_{\mathbf k+\mathbf q}-E_{\mathbf k}} .$$

The substitution $\mathbf k\to-\mathbf k-\mathbf q$ turns the second term into the first, as principal values. With $E_{\mathbf k+\mathbf q}-E_{\mathbf k}=(q^2+2kq\cos\beta)/2m$, the integral over $\beta$ of $1/(q^2+2kq\cos\beta)$ is $2\pi/(q\sqrt{q^2-4k^2})$ for $k<q/2$ and zero for $k>q/2$. Thus

$$\chi=\frac{4g_vm}{\pi q}\int_0^{q/2}\frac{k f(k)\,dk}{\sqrt{q^2-4k^2}}
=D\int_0^{\pi/2}\sin\alpha\; f\!\left(\tfrac q2\sin\alpha\right)d\alpha,$$

where $k=\frac q2\sin\alpha$ and $D=g_vm/\pi$ is the density of states.

At $q\to0$, $\chi=Df(0)$. The electron density is $n=DT\ln(1+e^{\zeta/T})$ with chemical potential $\zeta$, and $f(0)=1-1/(1+e^{\zeta/T})$. Hence

$$\chi(0)=D\left(1-e^{-n/DT}\right).$$

A dilute sheet has $\chi\simeq n/T$, and a degenerate one has $\chi\simeq D$. Lowering the density or the density of states therefore lowers $A(0)$, though in a degenerate sheet the density hardly matters.

## From potential to mobility

Let $N_f$ unit charges per area lie at random, uncorrelated positions in one plane. For $q\ne0$ the interference terms average out and the squared matrix element is $N_f\phi^2$. In first Born approximation, for scattering within a valley,

$$\frac1\tau=2\pi N_f\int\frac{d^2k'}{(2\pi)^2}\phi^2(q)(1-\cos\theta)\,\delta(E-E').$$

With $k'dk'=m\,dE'$, and with the two half-circles contributing equally,

$$\frac1\tau=\frac{N_fm}{\pi}\int_0^\pi(1-\cos\theta)\,\phi^2(q)\,d\theta,\qquad q=2k\sin\frac\theta2 .$$

The weight $1-\cos\theta=q^2/2k^2$ favours the larger $q$, where the image does less.

A limit shows the size of the effect. Let $\chi=0$ and $k\to0$. With the gate $\phi=4\pi s$, and the rate is $N_fm(4\pi s)^2$. Without it $\phi^2=(4\pi)^2/[q^2(\varepsilon_s+\varepsilon_h)^2]$; the weight cancels $q^2$ and the rate is $N_fm(4\pi)^2/[2k^2(\varepsilon_s+\varepsilon_h)^2]$. Their ratio is

$$\frac{\tau_{\text{no gate}}}{\tau_{\text{gate}}}=2k^2s^2(\varepsilon_s+\varepsilon_h)^2 .$$

Within the Born approximation, slow unscreened electrons gain without limit. If $\chi(0)>0$, both potentials are constant at small $q$ and the ratio tends to $A(0)^2$ instead.

The Boltzmann conductivity contains $v_x^2$, whose angular average is $E/m$. Dividing by $n$ gives the mobility limited by this charge alone:

$$\mu=\frac{D}{mn}\int_0^\infty E\,\tau(E)\left(-\frac{\partial f}{\partial E}\right)dE .$$

## Numbers for a model stack

Take $a=60$, $b=15$, $c=20$ bohr and $\varepsilon_h,\varepsilon_i,\varepsilon_s=20,4,12$. The charge lies at the boundary between high-k and interfacial layer, $d=60$ bohr, with $N_f=3\times10^{-6}$ bohr$^{-2}$. At 300 K, $T=9.50\times10^{-4}$ hartree. Then

$$s=\frac{60}{20}=3,\qquad S=3+\frac{15}4+\frac{20}{12}=8.417\ \text{bohr},$$

so $s/S=0.356$ and $C=0.00945$ bohr$^{-1}$.

Without electrons, the tail formulas at $R=10^4$ bohr give $6.06\times10^{-10}$ hartree with the gate and $6.25\times10^{-6}$ without it, for $Q=1$.

Now compare a heavy channel ($m=0.2$, $g_v=2$) with a light one ($m=0.05$, $g_v=1$), each at $n=3\times10^{-6}$ (low) and $10^{-4}$ bohr$^{-2}$ (high). For the heavy channel at low density $\chi(0)=0.00312$ bohr$^{-1}$, so $1/(4\pi\chi)=25.5$ bohr and

$$A(0)=\frac{3}{8.417+25.5}=0.088.$$

At high density $\chi(0)=0.0716$ bohr$^{-1}$ and $A(0)=3/(8.417+1.11)=0.315$, close to the ceiling $s/S$.

The integrals over $\alpha$, $\theta$ and $E$ were done by Gauss–Legendre quadrature. Mobilities are in $10^4$ cm$^2$/(V s).

| Channel | $A(0)$ | $\mu$, gate | $\mu$, no gate | Ratio |
|---|---:|---:|---:|---:|
| heavy, low | 0.088 | 9.2 | 4.8 | 1.92 |
| heavy, high | 0.315 | 58 | 48 | 1.22 |
| light, low | 0.083 | 18.6 | 9.4 | 1.98 |
| light, high | 0.223 | 179 | 120 | 1.49 |

The mobilities are large because no other scattering is included and because the charge is well shielded from the sheet. It lies 35 bohr away, which weakens its potential at the larger $q$, and it sits against the high-k layer, behind the low-permittivity interfacial layer. Moved to the semiconductor side of that layer, the same charge lowers the gated mobility of the heavy channel from 9.2 to 0.7 at low density and from 58 to 2.8 at high density. At fixed $n$ they scale as $1/N_f$, while the ratios do not depend on $N_f$.

The dependence on $q$ explains why a long-wave potential reduced more than tenfold only about doubles the mobility. For the heavy channel at low density, $A=0.161$, $0.633$ and $0.987$ at $q=0.001$, $0.01$ and $0.04$ bohr$^{-1}$. It passes one half at $q=0.0068$ bohr$^{-1}$, where $qd=0.41$. An electron with $E=T$ has $k=0.0195$ bohr$^{-1}$ and can be scattered with any $q$ up to $2k=0.039$ bohr$^{-1}$. Without the gate, half of its momentum relaxation comes from $q>0.013$ bohr$^{-1}$, where $A$ exceeds 0.72 and the image removes less than half of $\phi^2$.

For this electron the gate reduces the total rate, computed without the factor $1-\cos\theta$, to 0.060 of its value without a gate. The momentum relaxation rate falls only to 0.53. Most of what the image removes is small-angle scattering, which costs little momentum.

In both channels the gain in mobility is smaller at high density. Two things change there: $\chi$ rises, and the electrons that carry the current have larger $k$. Their mean $k$, weighted by contribution to the current, rises by about half in the light channel but by only 4% in the heavy one. To separate the two effects, give the low-density electrons the $\chi(q)$ of the high density. The mobility ratio then falls from 1.92 to 1.23 in the heavy channel and from 1.98 to 1.59 in the light one. If instead only the electron distribution is changed, the ratio stays at 1.92 in the heavy channel and falls to 1.90 in the light one. Stronger screening is therefore the main cause in both, within this model. The sheet here has zero thickness and a fixed depth $c$, whereas in a real inversion layer the thickness and depth also change with density.

Linear screening is justified if the potential fluctuations are small compared with $T$; in a degenerate sheet it suffices that they are small compared with $\zeta$. Their mean square is $N_f\int\phi^2q\,dq/2\pi$, and the largest root-mean-square value among the eight cases is $0.30\,T$. The charges are sparse, however, and in the dilute channels the potential directly opposite a single charge reaches 1.0 to 1.4 $T$. For an electron with $E=T$, a local nonlinear response changes the momentum relaxation rate there by about 4 to 11%.

The Born approximation is a rougher step. For the heavy channel at low density and $E=T$, it says that the gate lowers the momentum relaxation rate by a factor of 1.9. Phase shifts calculated for the same screened potential give 1.7 for a positive charge and 2.3 for a negative one. The rates themselves are 0.70 (gate) and 0.64 (no gate) of the Born values for a positive charge, and 1.19 and 1.45 of them for a negative one. The mobilities and their ratios in the table are therefore estimates, not predictions to the digits shown. With an average momentum relaxation time $\tau=m\mu$, the smallest $T\tau$ is about 105, so momentum relaxes slowly on the time scale $1/T$. This number does not bound the rate of small-angle collisions, which cost little momentum and are much more frequent. For an electron with $E=T$ in the dilute channels, $T$ times the Born time between collisions is 17 (heavy) and 32 (light) with the gate, but only 1.0 and 1.9 without it. The picture of separate collisions is therefore marginal in the ungated dilute cases.

A larger $N_f$ would first invalidate linear screening in the dilute channels, which are those where the gate helps most. Correlated charge positions would multiply $\phi^2$ by a structure factor. That leaves $A(q)$ unchanged but alters the weight of each $q$, and with it the gain in mobility.
